**One-part tensor operators in coupled states: a numerical test of the two 6j formulas**

The program tests the reduced matrix elements of a rank-$k$ tensor operator that acts on only part 1 or only part 2 of a coupled state $|(j_1j_2)JM\rangle$. The phase is $(-1)^{j_1'+j_2+J+k}$ for part 1 and $(-1)^{j_1+j_2+J'+k}$ for part 2, where primes mark the bra. Coupled states are built with ladder operators, and reduced elements extracted from explicit matrices are compared with the formulas, whose 6j symbols come from sympy. The program also asserts the 3j symmetries, the tensor commutators, the Wigner–Eckart pattern and the 6j symbol as a sum over four 3j symbols. In 590 cases for each formula, with $j$ values from 1/2 to 2 and ranks 0 to 3, the largest error of either formula is $3.6\times10^{-15}$. Merely exchanging the labels 1 and 2 gives the wrong sign in 264 of the 585 nonzero part-2 elements. For a p electron, the output shows that the orbital and spin elements between $J=1/2$ and $J=3/2$ cancel in the total angular momentum. The magnetic-dipole line strength is $1.3395\,\mu_B^2$, and the exchanged-label phase would make it 8.97 times too large.

## Numerical check

```python
"""Reduced matrix elements of one-part tensor operators in coupled states.

Result under test, for |(j1 j2) J M> with Condon-Shortley phases:
 operator T^k on part 1 (j2 unchanged):
   <J'||T||J> = (-1)^(j1'+j2+J+k) sqrt((2J+1)(2J'+1))
                {j1' J' j2; J j1 k} <j1'||T||j1>
 operator U^k on part 2 (j1 unchanged):
   <J'||U||J> = (-1)^(j1+j2+J'+k) sqrt((2J+1)(2J'+1))
                {j2' J' j1; J j2 k} <j2'||U||j2>
Reduced elements are defined by
   <j'm'|T_q|j m> = (-1)^(j'-m') (j' k j; -m' q m) <j'||T||j>.
A trailing p in a name means a primed (bra) quantity. Every projection index
runs downwards: m = j, j-1, ..., -j. Angular momenta are in units of hbar.
The direct side uses states built with ladder operators; the 6j symbols of
the formula side come from sympy's closed sum.
"""
from functools import lru_cache
import numpy as np
from scipy.linalg import null_space
from scipy.constants import physical_constants
from sympy import Rational
from sympy.physics.wigner import wigner_6j

TOL = 1e-10


def dim(j):
    return int(round(2 * j + 1))


def sign(n):
    assert abs(n - round(n)) < 1e-9
    return 1 - 2 * (int(round(n)) % 2)


def alternating(j):
    """(-1)^(j-m) for m = j ... -j."""
    return (-1.0) ** np.arange(dim(j))


def triangle(a, b, c):
    return abs(a - b) <= c <= a + b and float(a + b + c).is_integer()


def allowed(a, b):
    return [abs(a - b) + n for n in range(int(round(a + b - abs(a - b))) + 1)]


def spin_matrices(j):
    m = j - np.arange(dim(j))
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), raising


@lru_cache(maxsize=None)
def coupled(a, b, J):
    """Rows are |(a b) J M>, M = J ... -J, in the product basis."""
    za, pa = spin_matrices(a)
    zb, pb = spin_matrices(b)
    ea, eb = np.eye(dim(a)), np.eye(dim(b))
    total_z = np.kron(za, eb) + np.kron(ea, zb)
    total_p = np.kron(pa, eb) + np.kron(ea, pb)
    top = null_space(np.vstack([total_p, total_z - J * np.eye(len(total_z))]))
    assert top.shape[1] == 1
    v = top[:, 0]
    v = v * np.sign(v[int(round(b - (J - a)))])  # component with m_a = a
    rows = [v]
    for n in range(dim(J) - 1):
        M = J - n
        v = total_p.T @ v / np.sqrt(J * (J + 1) - M * (M - 1))
        rows.append(v)
    return np.array(rows)


@lru_cache(maxsize=None)
def threej(a, b, c):
    """Array of all 3j symbols (a b c; ma mb mc)."""
    C = coupled(a, b, c).reshape(dim(c), dim(a), dim(b))
    phase = np.array([sign(a - b + c - n) for n in range(dim(c))])
    W = phase[:, None, None] * C / np.sqrt(dim(c))
    return W[::-1].transpose(1, 2, 0)


@lru_cache(maxsize=None)
def sixj(*js):
    return float(wigner_6j(*[Rational(int(round(2 * j)), 2) for j in js]))


def sixj_from_sum(a, b, c, d, e, f):
    """6j symbol from its definition as a sum over four 3j symbols."""
    return np.einsum('abc,aef,dbf,dec,a,b,c,d,e,f->',
                     threej(a, b, c)[::-1, ::-1, ::-1],
                     threej(a, e, f)[:, ::-1, :],
                     threej(d, b, f)[:, :, ::-1],
                     threej(d, e, c)[::-1, :, :],
                     *[alternating(j) for j in (a, b, c, d, e, f)],
                     optimize=True)


def reduced(T, jp, k, j):
    """Reduced element of T[q, m', m] and the Wigner-Eckart residual."""
    pattern = threej(jp, k, j)[::-1].transpose(1, 0, 2)
    pattern = pattern * alternating(jp)[None, :, None]
    value = np.sum(pattern * T)
    return value, np.max(np.abs(T - value * pattern))


def formula_first(j1p, j1, j2, Jp, J, k, red):
    return (sign(j1p + j2 + J + k) * np.sqrt((2 * J + 1) * (2 * Jp + 1))
            * sixj(j1p, Jp, j2, J, j1, k) * red)


def formula_second(j1, j2p, j2, Jp, J, k, red):
    return (sign(j1 + j2 + Jp + k) * np.sqrt((2 * J + 1) * (2 * Jp + 1))
            * sixj(j2p, Jp, j1, J, j2, k) * red)


def on_first(T, j2):
    return [np.kron(t, np.eye(dim(j2))) for t in T]


def on_second(T, j1):
    return [np.kron(np.eye(dim(j1)), t) for t in T]


def between(ops, bra, ket):
    return np.array([bra @ op @ ket.T for op in ops])


def commutator_error(T, jp, k, j):
    """Deviation from the defining commutators of a rank-k tensor."""
    zp, pp = spin_matrices(jp)
    z, p = spin_matrices(j)
    err = 0.0
    for i in range(dim(k)):
        q = k - i
        up = np.sqrt(k * (k + 1) - q * (q + 1)) * T[i - 1] if i > 0 else 0
        down = (np.sqrt(k * (k + 1) - q * (q - 1)) * T[i + 1]
                if i < dim(k) - 1 else 0)
        for diff in (zp @ T[i] - T[i] @ z - q * T[i],
                     pp @ T[i] - T[i] @ p - up,
                     pp.T @ T[i] - T[i] @ p.T - down):
            err = max(err, np.max(np.abs(diff)))
    return err


# Symmetries of the 3j symbols and of the coupling order
spins = (0.5, 1.0, 1.5, 2.0)
for a in spins:
    for b in spins:
        for c in allowed(a, b):
            W, s = threej(a, b, c), sign(a + b + c)
            assert np.allclose(W[::-1, ::-1, ::-1], s * W, atol=TOL)
            assert np.allclose(threej(b, a, c).transpose(1, 0, 2), s * W,
                               atol=TOL)
            assert np.allclose(threej(a, c, b).transpose(0, 2, 1), s * W,
                               atol=TOL)
            assert np.allclose(threej(c, a, b).transpose(1, 2, 0), W, atol=TOL)
            assert abs(np.sum(W**2) - 1) < TOL
            ab = coupled(a, b, c).reshape(dim(c), dim(a), dim(b))
            ba = coupled(b, a, c).reshape(dim(c), dim(b), dim(a))
            assert np.allclose(ab, sign(a + b - c) * ba.transpose(0, 2, 1),
                               atol=TOL)

# Both formulas against direct matrices, over many angular momenta
cases = nonzero = naive_wrong = 0
err_first = err_second = err_we = err_6j = err_comm = 0.0
for j in spins:
    for jp in spins:
        for k in (0, 1, 2, 3):
            if not triangle(jp, k, j):
                continue
            T = coupled(float(k), j, jp).reshape(dim(jp), dim(k), dim(j))
            T = T.transpose(1, 0, 2)
            err_comm = max(err_comm, commutator_error(T, jp, k, j))
            red, res = reduced(T, jp, float(k), j)
            err_we = max(err_we, res)
            for other in spins:
                ops1, ops2 = on_first(T, other), on_second(T, other)
                for Jp in allowed(jp, other):
                    for J in allowed(j, other):
                        if not triangle(Jp, k, J):
                            continue
                        d1, r1 = reduced(between(ops1, coupled(jp, other, Jp),
                                                 coupled(j, other, J)),
                                         Jp, float(k), J)
                        d2, r2 = reduced(between(ops2, coupled(other, jp, Jp),
                                                 coupled(other, j, J)),
                                         Jp, float(k), J)
                        f1 = formula_first(jp, j, other, Jp, J, k, red)
                        f2 = formula_second(other, jp, j, Jp, J, k, red)
                        err_first = max(err_first, abs(d1 - f1))
                        err_second = max(err_second, abs(d2 - f2))
                        err_we = max(err_we, r1, r2)
                        six = (jp, Jp, other, J, j, float(k))
                        err_6j = max(err_6j,
                                     abs(sixj_from_sum(*six) - sixj(*six)))
                        cases += 1
                        if abs(d2) > 1e-8:
                            nonzero += 1
                            # part-1 formula with labels merely exchanged
                            swapped = formula_first(jp, j, other, Jp, J, k, red)
                            missing = sign(j - jp + Jp - J)
                            assert abs(d2 - missing * swapped) < TOL
                            naive_wrong += abs(d2 - swapped) > 1e-8
assert max(err_first, err_second, err_we, err_6j, err_comm) < TOL
assert 0 < naive_wrong < nonzero

print("GENERAL TEST (j values 1/2 to 2, ranks 0 to 3)")
print(f"cases compared for each formula: {cases}")
print(f"largest error, operator on part 1: {err_first:.1e}")
print(f"largest error, operator on part 2: {err_second:.1e}")
print(f"largest error, Wigner-Eckart pattern: {err_we:.1e}")
print(f"largest error, 6j from four 3j symbols: {err_6j:.1e}")
print(f"nonzero part-2 elements: {nonzero}")
print(f"of these, wrong sign if labels are merely exchanged: {naive_wrong}")


# Worked example: p electron, orbital part first and spin part second
def vector_operator(j):
    z, p = spin_matrices(j)
    return np.array([-p / np.sqrt(2), z, p.T / np.sqrt(2)])


l, s = 1.0, 0.5
L_part, S_part = vector_operator(l), vector_operator(s)
red_L, res_L = reduced(L_part, l, 1.0, l)
red_S, res_S = reduced(S_part, s, 1.0, s)
assert max(res_L, res_S) < TOL
assert abs(red_L - np.sqrt(l * (l + 1) * (2 * l + 1))) < TOL
assert abs(red_S - np.sqrt(s * (s + 1) * (2 * s + 1))) < TOL
L_ops, S_ops = np.array(on_first(L_part, s)), np.array(on_second(S_part, l))
g_s = abs(physical_constants['electron g factor'][0])
print("P ELECTRON: l = 1, s = 1/2")
print(f"<l||L||l> = {red_L:.6f} hbar")
print(f"<s||S||s> = {red_S:.6f} hbar")
print(f"spin g factor g_s = {g_s:.6f}")

L_red, S_red = {}, {}
for Jp in (0.5, 1.5):
    for J in (0.5, 1.5):
        bra, ket = coupled(l, s, Jp), coupled(l, s, J)
        dL = reduced(between(L_ops, bra, ket), Jp, 1.0, J)[0]
        dS = reduced(between(S_ops, bra, ket), Jp, 1.0, J)[0]
        fL = formula_first(l, l, s, Jp, J, 1, red_L)
        fS = formula_second(l, s, s, Jp, J, 1, red_S)
        assert abs(dL - fL) < TOL and abs(dS - fS) < TOL
        expected = np.sqrt(J * (J + 1) * (2 * J + 1)) if J == Jp else 0.0
        assert abs(fL + fS - expected) < TOL
        L_red[Jp, J], S_red[Jp, J] = fL, fS
        print(f"J'={Jp}, J={J}: phase L {sign(l+s+J+1):+d}, "
              f"phase S {sign(l+s+Jp+1):+d}")
        print(f"  6j for L {sixj(l, Jp, s, J, l, 1.0):+.6f}, "
              f"6j for S {sixj(s, Jp, l, J, s, 1.0):+.6f}")
        print(f"  <J'||L||J> {fL:+.6f}, <J'||S||J> {fS:+.6f}, "
              f"sum {fL + fS + 0.0:.6f} hbar")

# A single component, visible by hand from the two-term coupled states
low, high = coupled(l, s, 0.5)[0], coupled(l, s, 1.5)[1]
Lz, Sz = low @ L_ops[1] @ high, low @ S_ops[1] @ high
assert abs(Lz + Sz) < TOL and abs(Lz) > 0.1
print("M=1/2 amplitudes on (m_l=1, spin down), (m_l=0, spin up):")
print(f"  J=1/2: {low[1]:+.6f}, {low[2]:+.6f}")
print(f"  J=3/2: {high[1]:+.6f}, {high[2]:+.6f}")
print(f"<1/2 1/2|L_z|3/2 1/2> = {Lz:+.6f} hbar")
print(f"<1/2 1/2|S_z|3/2 1/2> = {Sz:+.6f} hbar")

# Level g factors and magnetic-dipole strength of L + g_s S
moment = L_ops + g_s * S_ops
for J in (0.5, 1.5):
    g_J = ((L_red[J, J] + g_s * S_red[J, J])
           / np.sqrt(J * (J + 1) * (2 * J + 1)))
    top = coupled(l, s, J)[0]
    assert abs(g_J - top @ moment[1] @ top / J) < TOL
    print(f"level g factor, J={J}: {g_J:.6f}")

amplitude = L_red[0.5, 1.5] + g_s * S_red[0.5, 1.5]
strength = amplitude**2
direct = np.sum(between(moment, coupled(l, s, 0.5), coupled(l, s, 1.5))**2)
assert abs(strength - direct) < TOL
wrong_S = formula_first(s, s, l, 0.5, 1.5, 1, red_S)
wrong = (L_red[0.5, 1.5] + g_s * wrong_S)**2
assert abs(wrong - direct) > 1.0
print(f"<1/2||L + g_s S||3/2> = {amplitude:+.6f} hbar")
print(f"line strength from the formulas: {strength:.6f} mu_B^2")
print(f"line strength from summed components: {direct:.6f} mu_B^2")
print(f"line strength with exchanged-label phase: {wrong:.6f} mu_B^2")
print(f"ratio wrong/right: {wrong / strength:.4f}")
print("every check passed")
```

Output:

```
GENERAL TEST (j values 1/2 to 2, ranks 0 to 3)
cases compared for each formula: 590
largest error, operator on part 1: 3.6e-15
largest error, operator on part 2: 3.6e-15
largest error, Wigner-Eckart pattern: 2.3e-14
largest error, 6j from four 3j symbols: 4.4e-16
nonzero part-2 elements: 585
of these, wrong sign if labels are merely exchanged: 264
P ELECTRON: l = 1, s = 1/2
<l||L||l> = 2.449490 hbar
<s||S||s> = 1.224745 hbar
spin g factor g_s = 2.002319
J'=0.5, J=0.5: phase L -1, phase S -1
  6j for L -0.333333, 6j for S +0.166667
  <J'||L||J> +1.632993, <J'||S||J> -0.408248, sum 1.224745 hbar
J'=0.5, J=1.5: phase L +1, phase S -1
  6j for L -0.166667, 6j for S -0.333333
  <J'||L||J> -1.154701, <J'||S||J> +1.154701, sum -0.000000 hbar
J'=1.5, J=0.5: phase L -1, phase S +1
  6j for L -0.166667, 6j for S -0.333333
  <J'||L||J> +1.154701, <J'||S||J> -1.154701, sum 0.000000 hbar
J'=1.5, J=1.5: phase L +1, phase S +1
  6j for L +0.263523, 6j for S +0.263523
  <J'||L||J> +2.581989, <J'||S||J> +1.290994, sum 3.872983 hbar
M=1/2 amplitudes on (m_l=1, spin down), (m_l=0, spin up):
  J=1/2: +0.816497, -0.577350
  J=3/2: +0.577350, +0.816497
<1/2 1/2|L_z|3/2 1/2> = +0.471405 hbar
<1/2 1/2|S_z|3/2 1/2> = -0.471405 hbar
level g factor, J=0.5: 0.665894
level g factor, J=1.5: 1.334106
<1/2||L + g_s S||3/2> = +1.157379 hbar
line strength from the formulas: 1.339525 mu_B^2
line strength from summed components: 1.339525 mu_B^2
line strength with exchanged-label phase: 12.018562 mu_B^2
ratio wrong/right: 8.9723
every check passed
```
